\section*{Half transmission through one stretched bond in an atomic chain}

\section*{Problem}

A metal filament in a resistive memory cell can narrow to a single row of atoms. Suppose that one bond in this row is stretched. Model the two sides as identical semi-infinite chains with one orbital per atom. Every orbital has energy zero, and neighbouring atoms are coupled by a hopping matrix element $-t$ with $t>0$. The stretched bond has the matrix element $-t'$. Define
\[
r=\frac{t'}{t},\qquad 0<r<1 .
\]
The orbitals are orthogonal and the electrons do not interact.

\begin{enumerate}
\item Find the probability $T$ that an electron of a given energy passes the stretched bond.
\item Show that at the band centre $T=1/2$ when $r=\sqrt2-1$, and that no other weak bond has this property.
\item For a silver-like filament, estimate the stretch that produces this ratio, and the resulting conductance. Which neglected effects matter most?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item Number the atoms so that the stretched bond joins sites 0 and 1. Write an incident and a reflected wave on the left, and one outgoing wave on the right.
\item The wave on the left, continued to site 1, would satisfy the equation of a perfect chain at site 0. Subtract that equation from the true one. Do the same at site 1.
\item At the band centre the phase advances by a quarter turn per atom. When you set $T=1/2$, take a square root before solving for $r$.
\item For the estimate, let the hopping fall exponentially with stretch, as the tail of a bound state does.
\end{enumerate}

\section*{Solution}

\subsection*{Waves in the perfect chain}

Let $\psi_n$ be the amplitude on atom $n$. Away from the stretched bond,
\begin{equation}
E\psi_n=-t\psi_{n-1}-t\psi_{n+1}.
\label{bulk}
\end{equation}
Inserting $\psi_n=e^{ikn}$ gives $E=-t(e^{-ik}+e^{ik})=-2t\cos k$. Here $k$ is the phase advance per atom, a pure number. The velocity, in atoms per unit time, is
\[
v=\frac1\hbar\frac{dE}{dk}=\frac{2t}{\hbar}\sin k ,
\]
so for $0<k<\pi$ the wave $e^{ikn}$ moves to the right. The band centre $E=0$ lies at $k=\pi/2$. States with $|k|<\pi/2$ have negative energy and make up half the band. With two spins per state, one electron per atom fills the band to its centre.

\subsection*{Matching at the stretched bond}

For a wave arriving from the left, write
\[
\psi_n=
\begin{cases}
e^{ikn}+\rho e^{-ikn}, & n\le 0,\\
\tau e^{ikn}, & n\ge 1 .
\end{cases}
\]
The true equation at site 0 is $E\psi_0=-t\psi_{-1}-t'\psi_1$. The left-hand expression, continued to $n=1$, has the value $e^{ik}+\rho e^{-ik}$ and satisfies
\[
E\psi_0=-t\psi_{-1}-t(e^{ik}+\rho e^{-ik}).
\]
Comparing the two equations and dividing by $t$ gives
\begin{equation}
e^{ik}+\rho e^{-ik}=r\tau e^{ik}.
\label{m0}
\end{equation}
At site 1 the true equation is $E\psi_1=-t'\psi_0-t\psi_2$. The right-hand expression, continued to $n=0$, has the value $\tau$ and satisfies $E\psi_1=-t\tau-t\psi_2$. Therefore
\begin{equation}
\tau=r\psi_0=r(1+\rho).
\label{m1}
\end{equation}
Substitute \eqref{m1} into \eqref{m0} and collect the terms in $\rho$:
\begin{align*}
e^{ik}+\rho e^{-ik}&=r^2(1+\rho)e^{ik},\\
\rho\,(e^{-ik}-r^2e^{ik})&=-(1-r^2)e^{ik}.
\end{align*}
Multiplying the last line by $e^{ik}$ and solving,
\[
\rho=-\frac{(1-r^2)e^{2ik}}{1-r^2e^{2ik}} .
\]
Then
\[
1+\rho=\frac{1-r^2e^{2ik}-e^{2ik}+r^2e^{2ik}}{1-r^2e^{2ik}}
=\frac{1-e^{2ik}}{1-r^2e^{2ik}},
\qquad
\tau=\frac{r(1-e^{2ik})}{1-r^2e^{2ik}} .
\]

The incident and transmitted waves have the same speed, because the chains are identical. The ratio of their currents is therefore $T=|\tau|^2$. The squared moduli follow from $\cos2k=1-2\sin^2k$:
\begin{align*}
|1-e^{2ik}|^2&=2-2\cos2k=4\sin^2k,\\
|1-r^2e^{2ik}|^2&=1+r^4-2r^2\cos2k=(1-r^2)^2+4r^2\sin^2k .
\end{align*}
Hence
\begin{equation}
T=\frac{4r^2\sin^2k}{(1-r^2)^2+4r^2\sin^2k}.
\label{T}
\end{equation}
The reflected fraction $|\rho|^2$ has the numerator $(1-r^2)^2$ over the same denominator, so $|\rho|^2+T=1$, as conservation of particles requires. For $r=1$ the bond is normal and $T=1$. For any other fixed $r$, transmission vanishes at the band edges, where $\sin k\to0$.

\subsection*{The band centre}

At $k=\pi/2$ we have $e^{2ik}=-1$, and the amplitudes become real:
\begin{equation}
\rho=\frac{1-r^2}{1+r^2},\qquad
\tau=\frac{2r}{1+r^2},\qquad
T=\frac{4r^2}{(1+r^2)^2}.
\label{centre}
\end{equation}
Setting $T=1/2$ gives $(1+r^2)^2=8r^2$. For $r>0$ both $1+r^2$ and $r$ are positive, so the positive square root applies:
\[
1+r^2=2\sqrt2\,r
\quad\Longrightarrow\quad
(r-\sqrt2)^2=1
\quad\Longrightarrow\quad
r=\sqrt2\pm1 .
\]
The root $\sqrt2+1\approx2.414$ describes a bond stronger than normal. The condition $r<1$ leaves one solution,
\[
\boxed{r=\sqrt2-1\approx0.414}.
\]
The two roots are reciprocals, since $(\sqrt2-1)(\sqrt2+1)=1$. This reflects the fact that $T$ in \eqref{centre} is unchanged when $r$ is replaced by $1/r$.

At the weak root, $1+r^2=2\sqrt2\,r$ gives $\tau=1/\sqrt2$. Because $\rho$ is positive and $\rho^2+\tau^2=1$, also $\rho=1/\sqrt2$. The incident and reflected waves add at site 0, where the amplitude is $1+\rho\approx1.71$. This enhanced amplitude helps to drive current through the weak bond.

For a very weak bond, \eqref{centre} reduces to $T\approx4r^2$. At $r=\sqrt2-1$ that estimate would give 0.686, which is 37\% above the true value of one half. The reason appears in the series
\[
\tau=\frac{2r}{1+r^2}=2r(1-r^2+r^4-\cdots),\qquad r<1 .
\]
The first term contains one hop across the weak bond, the next contains three, and so on. The paths with three hops have the opposite sign and reduce the transmission. They are not negligible here, because $r^2\approx0.17$.

\subsection*{From hopping to stretch and conductance}

Outside an atom, a state bound by an energy $\phi$ decays as $e^{-\kappa x}$ with $\kappa=\sqrt{2m\phi}/\hbar$, where $m$ is the electron mass. For a first estimate, keep only this exponential in the hopping. Its prefactor also changes with distance; the size of that effect is considered below. A bond stretched by $x$ beyond its normal length then has $r=e^{-\kappa x}$. Dividing the numerator and denominator of \eqref{centre} by $4r^2$ gives
\begin{equation}
T=\left(\frac{r^{-1}+r}{2}\right)^{-2}=\frac1{\cosh^2\kappa x}.
\label{stretch}
\end{equation}
For large stretch this becomes $4e^{-2\kappa x}$, the exponential law of tunnelling. Half transmission requires
\[
x_{1/2}=-\frac{\ln(\sqrt2-1)}{\kappa}=\frac{\ln(\sqrt2+1)}{\kappa}.
\]

To obtain the conductance, connect the chains to large contacts that absorb outgoing electrons. Right-moving states in an interval $dk$ carry, per spin, a particle current $v\,dk/2\pi=dE/(2\pi\hbar)=dE/h$. A small voltage $V$ leaves a window of width $eV$ in which electrons arrive from one side only. With charge $e$, two spins and transmission $T$,
\[
I=\frac{2e}{h}\,T\,eV,\qquad G=\frac IV=\frac{2e^2}{h}\,T .
\]
This holds when $T$ hardly varies over the voltage window and the thermal spread of energies.

Take rough values for silver: $t=1$ eV, a normal spacing of 0.29 nm and $\phi=4.5$ eV, close to the work function. Then $\kappa=10.87\ \mathrm{nm^{-1}}$, and at half transmission
\[
t'=0.414\ \mathrm{eV},\qquad
x_{1/2}=\frac{0.881}{10.87\ \mathrm{nm^{-1}}}=0.081\ \mathrm{nm}.
\]
The bond length becomes $0.29+0.081=0.371$ nm. Since $2e^2/h=77.48\ \mu\mathrm S$,
\[
G=\tfrac12(77.48\ \mu\mathrm S)=38.74\ \mu\mathrm S,
\]
which corresponds to a resistance of 25.8 k$\Omega$. A read voltage of 0.10 V would drive $3.87\ \mu$A. The conductance at half transmission does not depend on $t$ or $\phi$; the required stretch depends on $\phi$.

\subsection*{What the estimate neglects}

\paragraph{Energy spread.} At the critical ratio $(1-r^2)^2=4r^2$, because $1-r^2=2r$. Equation \eqref{T} then becomes $T=\sin^2k/(1+\sin^2k)$. With $\sin^2k=1-E^2/4t^2$,
\[
T(E)=\frac{4t^2-E^2}{8t^2-E^2}\approx\frac12-\frac{E^2}{16t^2}
\qquad(|E|\ll t).
\]
There is no linear term. Numerical integration over the Fermi functions at 300 K gives an effective $T=0.4999$ at very low voltage. At 0.10 V, with the whole voltage drop placed on the weak bond and each band shifted with its side, it gives 0.4995. Both corrections are negligible here.

\paragraph{Hops that skip an atom.} An electron may hop from site $-1$ to 1, or from 0 to 2. Extending the exponential law to these distances gives a hopping of magnitude $te^{-\kappa(0.371\,\mathrm{nm})}=0.018$ eV. Adding these two hops, with the same sign as the others, and solving the lattice equations numerically gives $T=0.5005$. Similar hops inside the chains were left out.

\paragraph{Prefactor of the hopping.} For two hydrogen-like $1s$ orbitals with decay constant $\kappa$, a distance $d$ apart, the matrix element of one atom's attraction between them is proportional to $(1+\kappa d)e^{-\kappa d}$. Take this as the hopping. Between $d=0.29$ nm and $d=0.371$ nm the factor $1+\kappa d$ grows from 4.15 to 5.03, so $r$ is $0.414\times1.21=0.50$ and \eqref{centre} gives $T=0.64$. Half transmission then needs a stretch of about 0.10 nm. The pure exponential therefore makes the hopping fall too quickly for such orbitals. The $5s$ orbital of silver has a different prefactor, so these numbers illustrate the effect and do not correct the estimate for silver.

\paragraph{Barrier height.} Nearby atoms can lower the barrier between the two ends. If $\phi$ is 3.0 eV instead, with $t$ and the stretch held fixed, $\kappa$ falls to $8.87\ \mathrm{nm^{-1}}$ and \eqref{stretch} gives $T=0.62$. Half transmission then needs a stretch of 0.099 nm.

\paragraph{Mechanical stability.} Describe the bond by a Morse energy $U=D(1-e^{-\alpha x})^2$, with assumed values $D=1$ eV and $\alpha=15\ \mathrm{nm^{-1}}$. Differentiating twice,
\[
U'=2D\alpha(e^{-\alpha x}-e^{-2\alpha x}),\qquad
U''=2D\alpha^2(2e^{-2\alpha x}-e^{-\alpha x}).
\]
The restoring force is greatest where $U''=0$, that is, at $x=(\ln2)/\alpha=0.046$ nm. The stretch of 0.081 nm lies beyond this point, where $U''=-8.7$ N/m. In this model the gap would either snap shut under the attraction of the bond or be pulled open by the surroundings, unless the surroundings supplied a stiffness above 8.7 N/m. The stretched bond also pulls with the force $U'=1.0$ nN, and in a single row the other bonds carry the same tension. If they obey the same Morse law, each stretches by 0.023 nm and its hopping falls to $0.78t$. The ratio then becomes $r=0.53$, \eqref{centre} gives $T=0.69$, and half transmission needs a stretch of 0.098 nm. Each of these bonds has a stiffness of only 20.7 N/m. One on each side gives 10.3 N/m in series, and three in series give 6.9 N/m, too little to hold the gap. A long free row cannot keep one bond at this stretch; the atoms near the gap must be held by thicker metal.

\paragraph{Thermal motion.} Assume that the surroundings supply 20 N/m, which requires the end atoms to be held more firmly than a row of such bonds would hold them. The net stiffness is $K=20-8.7=11.3$ N/m. For small classical vibrations at temperature $\Theta$, equipartition gives an rms change of the gap of $\sqrt{k_B\Theta/K}=0.019$ nm at 300 K. Averaging \eqref{stretch} over a Gaussian of this width, with the gap treated as frozen during each electron's passage, gives a mean $T$ of 0.51 and a standard deviation of 0.14. The mean hardly moves, but the instantaneous transmission varies strongly. The gap vibrates with a period below a picosecond, so an ordinary conductance measurement records the mean.

\paragraph{Comparison with a real filament.} Contacts one silver atom wide can have conductances near $2e^2/h$, so a single-channel model is a reasonable starting point. The hopping, barrier and Morse values are rough, and the holding stiffness is an assumption. A real filament also has irregular atomic positions and thicker metal on either side. Among the effects sized here, the prefactor of the hopping, the uncertain barrier and the tension in the neighbouring bonds matter most: each can change $T$ by more than 0.1. Thermal motion of the gap spreads the instantaneous $T$ by a similar amount but shifts its average by only about 0.01. The ratio $\sqrt2-1$ is therefore a precise property of the model, while the stretch of 0.08 nm is a rough estimate, which a growing prefactor or a lower barrier would raise. Electron interaction, further orbitals and a regular pairing of atoms in the chains have not been included.

\section*{Variation 1: away from the band centre}

\textbf{Question.} Which weak bond gives half transmission at a general energy inside the band?

\textbf{Solution.} Let $s=\sin k>0$. In \eqref{T}, $T=1/2$ means that the two terms of the denominator are equal: $(1-r^2)^2=4r^2s^2$. For $r<1$ the positive root is
\[
1-r^2=2rs
\quad\Longrightarrow\quad
(r+s)^2=1+s^2
\quad\Longrightarrow\quad
r=\sqrt{1+s^2}-s .
\]
At the centre $s=1$, and the earlier result returns. At $E=\pm t$, $s=\sqrt3/2$ and $r=(\sqrt7-\sqrt3)/2\approx0.46$. Towards a band edge $s\to0$ and $r\to1$: the electrons are slow, and even a slightly weakened bond reflects half of them.

\section*{Variation 2: shifted end atoms}

\textbf{Question.} The atoms beside the stretched bond have fewer close neighbours, so their orbital energies may differ from the rest. Let both equal $\varepsilon$. What is $T$ at $E=0$?

\textbf{Solution.} Put $\eta=\varepsilon/t$. The matching equations at sites 0 and 1 each gain a term from $\varepsilon$. With $e^{ik}=i$ they become
\begin{align*}
\eta(1+\rho)+i(1-\rho)&=ir\tau,\\
(1+i\eta)\tau&=r(1+\rho).
\end{align*}
Multiply the first by $-i$ and write $1-\rho=2-(1+\rho)$:
\[
2=(1+i\eta)(1+\rho)+r\tau
=\left[\frac{(1+i\eta)^2}{r}+r\right]\tau .
\]
Thus $\tau=2r/[(1+i\eta)^2+r^2]$. The squared modulus of the denominator is
\[
(1+r^2-\eta^2)^2+4\eta^2=(1+r^2)^2+2\eta^2(1-r^2)+\eta^4,
\]
and therefore
\[
T=\frac{4r^2}{(1+r^2)^2+2\eta^2(1-r^2)+\eta^4}.
\]
For $r<1$ both added terms are positive, so an equal shift of either sign lowers the transmission at $E=0$. With $r=\sqrt2-1$, $t=1$ eV and $\varepsilon=0.30$ eV, $T=0.449$ instead of one half. The condition $r=\sqrt2-1$ thus relies on the end atoms having the same orbital energy as the rest.

All numerical values are calculated from the stated model.
